# Quadratic Inverse-Square Capacitance of a Schottky Junction on a Nonlinear Dielectric, part 2

The problem is how to read the bend in a plot of \(1/C^2\) against voltage for a Schottky junction on a strongly polarizable n-type oxide: it may come from a donor density that varies with depth or from a permittivity that falls with field.

In the depletion model the fully ionized donors have uniform density \(N\), and a layer of width \(W\) next to the metal is empty of electrons. The distance \(s\) runs from the sharp depletion edge towards the metal, as does the field. \(E\) and \(D\) are the magnitudes of field and displacement, both zero at the edge; \(E_s\) is the field at the metal. The band bending \(V>0\), in volts, is the zero-bias bending plus the applied reverse voltage. With \(q\) the elementary charge, the uncovered charge per area is \(Q=D(W)=qNW\), and \(C=dQ/dV\) is the capacitance per area. The dielectric obeys

\[
\varepsilon(E)=\frac{dD}{dE}=\frac{B}{\sqrt{a+E^2}},\qquad B=\varepsilon_0 b .
\tag{2}
\]

Here \(\sqrt a\) and \(b\) are fields, \(a\) and \(b\) do not depend on \(N\), and \(\varepsilon(0)=B/\sqrt a\). It follows that

\[
V_0=\frac{B\sqrt a}{qN},
\qquad\text{so that}\qquad
\cosh\frac QB=1+\frac{V}{V_0}.
\tag{5}
\]

\[
\frac1C=\frac{dV}{dQ}=\frac{E_s}{qN},\qquad E_s=\sqrt a\,\sinh\frac QB .
\tag{6}
\]

For any dielectric in which \(E\) is a smooth odd function of \(D\), proportional to \(D\) at small \(D\),

\[
\frac1{C^2}=\frac{c_1}{qN}V+c_2V^2+c_3\,qN\,V^3+\dots
\tag{9}
\]

These \(c_i\) are material constants, not the fit coefficients introduced below.

The example is a high-work-function metal on niobium-doped strontium titanate at 300 K, with zero-field relative permittivity 300, \(\sqrt a=0.50\) MV/cm, \(b=150\) MV/cm, \(B=13.3\ \mu\mathrm{C/cm^2}\) and a rough breakdown field of 2 MV/cm. \(V_0\) is 1.38, 4.14 and 13.8 V at \(N=3\times10^{19}\), \(1\times10^{19}\) and \(3\times10^{18}\ \mathrm{cm^{-3}}\). The bending is 1.2 V at zero bias and 2.5 V at 1.3 V reverse voltage; at the highest doping, \(C\) is 6.09 and 3.66 \(\mu\mathrm{F/cm^2}\), and \(E_s\) is 0.79 and 1.31 MV/cm.

## Reading the plot, and what changes the curvature

The symbols carried over are these. \(V\) is the band bending, \(N\) the uniform donor density, \(D\) and \(E\) the magnitudes of displacement and field, \(E_s\) the field at the metal, and \(C\) the depletion capacitance per area. The dielectric obeys \(dD/dE=B/\sqrt{a+E^2}\), which is the same as \(E=\sqrt a\sinh(D/B)\), with \(B=\varepsilon_0b\). With \(V_0=B\sqrt a/(qN)\), the results are

\[
\frac1{C^2}=\frac{V^2+2V_0V}{B^2},\qquad
\frac1C=\frac{E_s}{qN},\qquad
\frac{d^2}{dV^2}\frac1{C^2}=\frac{2E''(D)}{E(D)}=\frac2{B^2}.
\tag{12}
\]

The last expression holds for the stated law, and the one before it for any law \(E(D)\) in a uniformly doped junction. The example has \(B=13.3\ \mu\mathrm{C/cm^2}\), a zero-field relative permittivity of 300, and \(V_0=1.38\) V at \(N=3\times10^{19}\ \mathrm{cm^{-3}}\).

A measurement supplies the reverse voltage \(R\), not the bending. Put \(V=V_b+R\), where \(V_b\) is the unknown bending at zero bias, and expand the first of (12) in powers of \(R\):

\[
\frac1{C^2}=c_0+c_1R+c_2R^2,
\]
\[
c_2=\frac1{B^2},\qquad c_1=\frac{2(V_b+V_0)}{B^2},\qquad c_0=\frac{V_b^2+2V_bV_0}{B^2}.
\tag{13}
\]

The curvature is untouched by the shift of origin, so \(b\) can be found without knowing \(V_b\). The other two coefficients then separate, because \((V_b+V_0)^2-(V_b^2+2V_bV_0)=V_0^2\):

\[
V_0^2=\left(\frac{c_1}{2c_2}\right)^2-\frac{c_0}{c_2},\qquad
V_b=\frac{c_1}{2c_2}-V_0 .
\tag{14}
\]

From the definitions of \(V_0\) and \(\varepsilon(0)=B/\sqrt a\) it follows that \(qN\varepsilon(0)=B^2/V_0\). The sweep thus yields \(b\), \(V_b\) and the product \(N\varepsilon(0)\). To split that product, one further quantity is needed, such as a separately measured zero-field permittivity or a carrier density from the Hall effect, corrected by the Hall factor. For the three anisotropic valleys used below and a single constant scattering time, the uncorrected Hall density is about 1.2 times the true one.

In the example with \(3\times10^{19}\ \mathrm{cm^{-3}}\) and \(V_b=1.2\) V, \(c_1/(2c_2)=1.2+1.382=2.582\) V and \(c_0/c_2=1.2^2+2\times1.2\times1.382=4.757\ \mathrm{V^2}\). Equation (14) then returns \(V_0=\sqrt{6.667-4.757}=1.38\) V, as it must. Errors grow at both ends of the doping range, in different quantities. At heavy doping \(V_0\) is small and this subtraction cancels more strongly, so \(N\varepsilon(0)\) is less well fixed. At light doping \(V_0\) is large, the quadratic term is a small part of the whole, and \(c_2\), and with it \(b\), is poorly fixed. For random errors of 0.1 % in \(C\) at 27 points between 1.2 and 2.5 V, \(b\) scatters by about 7 % at \(3\times10^{18}\) and 1 % at \(3\times10^{19}\ \mathrm{cm^{-3}}\), while \(N\varepsilon(0)\) scatters by about 2 % and 5 %. At 2.5 V the quadratic part of \(1/C^2\) is \(V/(V+2V_0)\), which is 47 % at \(3\times10^{19}\) and 8 % at \(3\times10^{18}\ \mathrm{cm^{-3}}\).

Suppose instead that the local slope is converted into a donor density with the zero-field permittivity. The slope from (12) is \(2(V+V_0)/B^2\). Compared with the value \(2V_0/B^2\) at zero bending it is too steep by \(1+V/V_0\), so the apparent density is

\[
N_{\rm app}=\frac{N}{1+V/V_0}.
\tag{15}
\]

At 2.5 V this gives \(1.07\times10^{19}\) for a true \(3\times10^{19}\ \mathrm{cm^{-3}}\), and \(2.54\times10^{18}\) for a true \(3\times10^{18}\ \mathrm{cm^{-3}}\). As the reverse voltage grows the apparent density falls, which would be read as a doping that decreases into the crystal although the doping is uniform.

The reverse confusion is also possible. Let the permittivity be a constant \(\varepsilon\) and the doping vary with depth, with the value \(N(W)\) at the depletion edge. Then \(C=\varepsilon/W\). A step \(dW\) uncovers the charge \(qN(W)\,dW\) and raises the field by the same amount, \(qN(W)\,dW/\varepsilon\), over the whole width, so \(dV=qN(W)W\,dW/\varepsilon\). Hence

\[
\frac{d}{dV}\frac1{C^2}=\frac{2W}{\varepsilon^2}\,\frac{dW}{dV}=\frac{2}{q\varepsilon N(W)},
\qquad
\frac{d^2}{dV^2}\frac1{C^2}=-\frac{2}{q\varepsilon N}\,\frac{d\ln N}{dV}.
\]

The curvature from graded doping is the slope times the relative fall of \(N\) per volt. Take a fall of 10 % per volt and use the zero-field permittivity for an estimate. At \(3\times10^{19}\ \mathrm{cm^{-3}}\) the initial slope is \(2V_0/B^2=0.0157\ \mathrm{cm^4/(\mu F^2\,V)}\), and the spurious curvature is 0.0016 against the dielectric 0.0113. At \(3\times10^{18}\ \mathrm{cm^{-3}}\) the slope is ten times larger, and the spurious curvature of 0.016 exceeds the dielectric one. At light doping even a slight grading thus rivals the dielectric effect. Nor does heavy doping remove the ambiguity in a single sweep: a constant permittivity \(\varepsilon(0)\), with the apparent density (15) taken as a real profile at the depths \(W=\varepsilon(0)/C\), gives exactly the same curve. A set of uniformly doped crystals with different \(N\) and the same dielectric can do better, since the model requires them to share one curvature. A failure to do so does not by itself prove grading, because an interfacial layer or another dielectric law, both treated below, also makes the curvature depend on \(N\).

The sharp depletion edge can be given up without losing the result. Let \(v(s)\) be the local bending, measured from the neutral bulk, and let \(n(v)\) be the density of mobile electrons in equilibrium. The charge density is \(\rho(v)=q[N-n(v)]\), and \(s\) now starts deep in the bulk. From \(dD/ds=\rho\) and \(E=dv/ds\) follows \(E\,dD=\rho\,dv\). Integrate from the bulk to the surface. The left side is known from the first half:

\[
B\sqrt a\left(\cosh\frac{D_s}{B}-1\right)=qNV-q\int_0^V n(v)\,dv .
\tag{16}
\]

Here \(D_s\) is the displacement at the metal. The bending lowers the local chemical potential of the electrons, counted from the band edge, by \(qv\). At fixed temperature the electron pressure \(P\) changes with chemical potential \(\mu\) as \(dP=n\,d\mu\), so \(q\,n\,dv=-dP\). The last integral therefore equals the bulk pressure minus the pressure at the surface. The latter is negligible when \(V\) is many times \(k_BT/q\), where \(k_B\) is Boltzmann's constant and \(T\) the temperature. What remains on the right of (16) is \(qN(V-\delta)\), with

\[
\delta=\frac{P_{\rm bulk}}{qN}.
\tag{17}
\]

The capacitance is \(dD_s/dV=\rho(V)/E_s\), and with no electrons left at the surface \(\rho(V)=qN\). These are the equations of the depletion model with \(V\) replaced by \(V-\delta\). The mobile electrons shift the parabola along the voltage axis and leave its curvature alone. At 1.2 V and 300 K, where \(k_BT/q=25.9\) mV, the neglected terms are of order \(e^{-46}\).

For a dilute electron gas \(P=Nk_BT\) and \(\delta=k_BT/q\). Fermi statistics raise the pressure. To first order in the density, \(P=Nk_BT\,[1+2^{-5/2}N/N_c]\), where \(N_c\) is the effective density of states. Three equivalent ellipsoidal valleys with rough masses of 0.7, 0.7 and 7 electron masses give \(N_c=6(2\pi mk_BT/h^2)^{3/2}=1.4\times10^{20}\ \mathrm{cm^{-3}}\), where \(h\) is Planck's constant and \(m\) the geometric mean of the three masses. The factor 6 counts two spins and three valleys. At \(N=3\times10^{19}\ \mathrm{cm^{-3}}\) the correction is \(0.216/5.66=3.8\) %, so \(\delta=26.8\) mV. Leaving it out makes \(1/C^2\) too large by 3.0 % at 1.2 V and 1.6 % at 2.5 V, relative to the value with mobile electrons. In a fit of the form (13) the shift is absorbed into \(V_b\).

An interfacial layer does change the curvature. Let a thin layer of constant capacitance \(C_i\) per area lie between metal and crystal, with no charge at the boundary between layer and crystal. The displacement is then continuous, and the total drop is \(U=V+D_s/C_i\). The measured capacitance \(C_t\) obeys

\[
\frac1{C_t}=\frac{dU}{dD_s}=\frac{E_s}{qN}+\frac1{C_i}.
\]

Differentiate its square with respect to \(U\), using \(dD_s/dU=C_t\). The primes are derivatives with respect to \(D\), taken at the surface:

\[
\frac{d}{dU}\frac1{C_t^2}=\frac{2}{C_t}\,\frac{E'}{qN}\,C_t=\frac{2E'}{qN},
\qquad
\frac{d^2}{dU^2}\frac1{C_t^2}=\frac{2E''}{qN}\,C_t .
\]

For the stated law \(E''=E/B^2\), and \(E_s/(qN)=1/C\). The curvature becomes

\[
\frac{d^2}{dU^2}\frac1{C_t^2}=\frac{2}{B^2}\,\frac{C_t}{C}
=\frac{2}{B^2}\,\frac{C_i}{C_i+C}.
\tag{18}
\]

It is smaller than \(2/B^2\), and it depends on the donor density through \(C\). A layer 0.4 nm thick with relative permittivity 10 has \(C_i=22.1\ \mu\mathrm{F/cm^2}\). With 1.2 V across the depleted crystal, the factor is \(22.1/(22.1+6.09)=0.78\) at \(3\times10^{19}\ \mathrm{cm^{-3}}\). At \(3\times10^{18}\ \mathrm{cm^{-3}}\), where \(C=2.26\ \mu\mathrm{F/cm^2}\), it is 0.91. Ignoring the layer in the first case would overstate \(b\), which goes as the inverse root of the curvature, by \(1/\sqrt{0.784}-1=13\) % if the curvature is taken at this point. A quadratic fitted over a further 1.3 V of reverse voltage overstates \(b\) by 10 %, but the other parameters suffer more: (14) then returns a zero-bias bending of 2.5 V, where crystal and layer together have 1.9 V, and a product \(N\varepsilon(0)\) that is 2.6 to 2.7 times too large, depending on how the points are weighted. As reverse bias lowers \(C\), the factor moves towards one.

The result depends just as directly on the dielectric law. Suppose first that the inverse-root expression is taken to be the ratio \(D/E\). Then \(D=BE/\sqrt{a+E^2}\), and solving for the field gives

\[
E=\frac{\sqrt a\,D}{\sqrt{B^2-D^2}},\qquad
E'=\frac{\sqrt a\,B^2}{(B^2-D^2)^{3/2}},\qquad
E''=\frac{3\sqrt a\,B^2D}{(B^2-D^2)^{5/2}} .
\]

The displacement can no longer exceed \(B\). The bending is \(V=(qN)^{-1}\int_0^{D_s}E\,dD=(\sqrt a/qN)\,(B-\sqrt{B^2-D_s^2})\), so \(\sqrt{B^2-D_s^2}=B(1-V/V_0)\) for \(V<V_0\). By (12) the curvature is

\[
\frac{2E''}{E}=\frac{6B^2}{(B^2-D_s^2)^2}=\frac{2}{B^2}\,\frac{3}{(1-V/V_0)^4}.
\]

At \(V=1\) V this is 4.1 times \(2/B^2\) for \(3\times10^{18}\ \mathrm{cm^{-3}}\) and 9.1 times for \(1\times10^{19}\ \mathrm{cm^{-3}}\). The independence of \(N\) survives in the limit of small bending, as the general series (9) requires, and is lost beyond it.

A cubic Landau law, \(E=\alpha D+\beta D^3\), is a milder change. Choose \(\alpha=\sqrt a/B\) and \(\beta=\sqrt a/(6B^3)\), so that it agrees with \(\sqrt a\sinh(D/B)\) up to the third power of \(D\). Then \(E''=6\beta D\), and with \(u=D_s/B\),

\[
\frac{2E''}{E}=\frac{12\beta}{\alpha+\beta D_s^2}=\frac{2}{B^2}\,\frac{1}{1+u^2/6}.
\]

The bending is \(V=V_0(u^2/2+u^4/24)\). At \(3\times10^{19}\ \mathrm{cm^{-3}}\) and 2.5 V this gives \(u^2=2.91\), and the curvature is 0.67 of \(2/B^2\). The value of \(1/C^2\) itself is 7 % lower than in (12). The second derivative is thus off by a third where the value is off by only 7 %. A good quadratic fit does not prove the law (2), however. Between 1.2 and 2.5 V the Landau curve can be fitted by a free parabola to better than 0.1 %, yet (14) then returns \(V_0=2.25\) V instead of 1.38 V, and \(b\) comes out 17 % too large.

Temperature enters mainly through the dielectric. Assume that \(\varepsilon(0)\) is proportional to \(1/(T-35\ \mathrm K)\), a rough form for strontium titanate near room temperature, and hold \(b\) fixed. At 358 K the relative permittivity is \(300\times265/323=246\). Then \(\sqrt a=b/246\) rises, the linear term grows by 22 %, and \(1/C^2\) at 1.2 V and \(3\times10^{19}\ \mathrm{cm^{-3}}\) grows by 15 %. The curvature stays where it was because \(b\) was held fixed. That is an assumption and not a consequence of the model. In the Landau law above, the matching gives \(B^2=\alpha/(6\beta)\) with \(\alpha=1/\varepsilon(0)\). If \(\beta\) did not depend on temperature, \(b\) would rise by about 10 % between 300 and 358 K, and the curvature at small bending would fall by 18 %.

The capacitance must also be measurable above the leakage. An estimate for the ideal barrier adds thermionic emission and tunnelling from the metal, with the transmission taken in the semiclassical (WKB) approximation through the bent band edge and integrated numerically over energy. It uses the three valleys above and a barrier of 1.24 eV, which is the 1.2 eV of bending plus 0.04 eV between the Fermi level and the bulk band edge. Image-force lowering and the return flow from the crystal are left out. At \(3\times10^{19}\ \mathrm{cm^{-3}}\) and 2.5 V the current density is about \(6\times10^{-11}\ \mathrm{A/cm^2}\), several hundred times the thermionic part alone. At 1 MHz the leakage conductance is still smaller than the capacitive admittance by about eleven orders of magnitude. Image-force lowering with a rough optical permittivity of 5.5 would raise the current about twentyfold and leave a margin of about ten orders. The ideal barrier thus sets no practical limit here; conduction through defects is outside this estimate.

Set beside a real interface-switching junction on niobium-doped strontium titanate, the permittivity, doping and bending used here are of plausible size, though each is rough. If every niobium atom gives one electron, \(3\times10^{19}\ \mathrm{cm^{-3}}\) corresponds to about 0.1 % niobium by weight. A crystal with 0.5 % would have \(1.7\times10^{20}\ \mathrm{cm^{-3}}\) and, in this model, a surface field of 2.9 MV/cm at a bending of 1.2 V, which is beyond the rough breakdown field; the example should not be carried over to it. In the example the peak field of 1.31 MV/cm is about two thirds of a rough breakdown field of 2 MV/cm, and by (5) and (6) the breakdown field would be reached at a bending of roughly 4 V at the highest doping. Up to the 2.5 V of the example the bending stays below the band gap of roughly 3.2 eV, so no band-to-band tunnelling path opens; at the highest doping such a path would open before the breakdown bending is reached. Two assumptions that can fail in a real device are the clean interface and the uniform, fixed donor density, because charge trapping or the motion of oxygen vacancies near the metal can alter both. The interfacial layer considered above, with 1.2 V across the depleted crystal, lowers the curvature by 22 % at \(3\times10^{19}\ \mathrm{cm^{-3}}\); a doping that falls by 10 % per volt raises it by about 14 % in the constant-permittivity estimate. If two resistance states of one cell show the same curvature and different linear terms, the model allows a change in uniform donor density, in zero-field permittivity or in zero-bias bending. If there is no interfacial layer, equation (14) separates the bending from the product \(N\varepsilon(0)\), but it cannot tell which factor of that product has changed. If the curvature differs as well, either \(b\) is not the same in the two states or at least one assumption behind (12) has failed, and a donor density should not be read from either slope until the cause is known.

Numbers in the example were calculated in double precision.
